**Numerical test of the antiadiabatic Peierls polaron on a chain**

For hopping t, phonon energy ħω and Peierls coupling g, phonon exchange gives a second-neighbour element t2 = g²/(ħω), and the ground-state momentum leaves zero at t2 = (t/4)[1 + 3t/(2ħω) + …]. The program diagonalizes the Hamiltonian at fixed total momentum, in a basis of phonon configurations around the electron. It asserts the size and sign of t2, its absence for independent bond modes, and its reversed sign when the two sites of a bond couple with equal signs. It also asserts the position, depth and curvature of the displaced minimum, its continuous onset, and the scaling of the error of the next-order band. The extrapolated slope of 4g_c²/(ħω t) against t/(ħω) is 1.5000, where g_c is the threshold coupling; the derived value is 3/2. For t = 10 meV, ħω = 200 meV and g = 30 meV, the output gives t2 = 4.5 meV, a threshold of 2.675 meV and a valley 2.71 meV deep. It also sizes thermal energy, slow-mode fluctuations, local coupling and the zero-point spread of the transfer integral, which at 42 meV far exceeds t.

## Check in Python

```python
"""
Result under test: one electron on a chain with antiadiabatic Peierls coupling
  H = -t sum(c+_{i+1} c_i + h.c.) + w sum b+_i b_i
      + g sum(c+_{i+1} c_i + h.c.)(x_{i+1} - x_i),     x_i = b_i + b+_i
acquires a second-neighbour matrix element +t2, t2 = g^2/w, and its ground-state
momentum leaves zero when t2 > (t/4)(1 + 3t/(2w) + ...), i.e. t/4 for t/w -> 0.
Symbols: t hopping, w phonon energy (hbar omega), g coupling, u = g^2/(w t),
K total momentum times lattice constant, alpha local (on-site) coupling.
Independent road: sparse diagonalization at fixed K on an infinite chain, in a
basis of phonon configurations measured relative to the electron.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.stats import norm


def build_model(reach, max_phonons, signs):
    """signs: {mode position relative to electron: sign} for a hop to the right."""
    width = 2 * reach + 1
    basis = []
    for total in range(max_phonons + 1):
        for places in combinations_with_replacement(range(width), total):
            occupation = [0] * width
            for place in places:
                occupation[place] += 1
            basis.append(tuple(occupation))
    index = {config: n for n, config in enumerate(basis)}
    entries = {"hop": [], "coupled": [], "local": []}

    def displaced(config, place):
        """Configurations and amplitudes produced by x = b + b+ on one mode."""
        n = config[place]
        result = [(config[:place] + (n + 1,) + config[place + 1:], np.sqrt(n + 1))]
        if n > 0:
            result.append((config[:place] + (n - 1,) + config[place + 1:], np.sqrt(n)))
        return result

    def add_hop(kind, config, amplitude, column):
        # after a hop to the right every phonon lies one site further left
        if config[0] == 0:
            row = index.get(config[1:] + (0,))
            if row is not None:
                entries[kind].append((row, column, amplitude))

    for column, config in enumerate(basis):
        add_hop("hop", config, 1.0, column)
        for position, sign in signs.items():
            for new, amplitude in displaced(config, position + reach):
                add_hop("coupled", new, sign * amplitude, column)
        for new, amplitude in displaced(config, reach):
            if new in index:
                entries["local"].append((index[new], column, amplitude))

    size = len(basis)
    model = {"number": np.array([sum(c) for c in basis], dtype=float)}
    for kind, triples in entries.items():
        rows, columns, values = zip(*triples)
        model[kind] = csr_matrix((values, (rows, columns)), shape=(size, size))
    return model


def energy(model, K, t, g, w, alpha=0.0):
    right = np.exp(-1j * K) * (-t * model["hop"] + g * model["coupled"])
    H = (diags(w * model["number"]) + alpha * model["local"]
         + right + right.conj().T).tocsr()
    start = (0.1 ** model["number"]).astype(complex)
    return float(eigsh(H, k=1, which="SA", v0=start,
                       return_eigenvectors=False)[0].real)


def curvature(model, K, t, g, w, alpha=0.0, h=0.05):
    E = [energy(model, K + n * h, t, g, w, alpha) for n in (-2, -1, 0, 1, 2)]
    return (-E[0] + 16 * E[1] - 30 * E[2] + 16 * E[3] - E[4]) / (12 * h * h)


def threshold(model, t, w, alpha=0.0):
    """Value of u = g^2/(w t) at which the band curvature at K = 0 vanishes."""
    return brentq(lambda u: curvature(model, 0.0, t, np.sqrt(u * w * t), w, alpha),
                  0.1, 1.0, xtol=1e-9)


def valley(function):
    best = minimize_scalar(function, bounds=(0.001, 3.1), method="bounded",
                           options={"xatol": 1e-6})
    return best.x, function(0.0) - best.fun


def second_neighbour(model, t, g, w):
    K = 2 * np.pi * np.arange(16) / 16
    return np.mean([energy(model, k, t, g, w) * np.cos(2 * k) for k in K])


def next_order_energy(K, t, g, w):
    S2 = np.sin(K) ** 2
    A = g**2 * (2 + 4 * S2)
    return (-2 * t * np.cos(K) - A / w + 2 * t * np.cos(K) * A / w**2
            + g**4 * (16 * S2**2 - 3) / w**3)


peierls = build_model(3, 5, {1: 1, 0: -1})
larger = build_model(4, 6, {1: 1, 0: -1})
bond = build_model(3, 5, {0: 1})
in_phase = build_model(3, 5, {1: 1, 0: 1})

# Deep antiadiabatic limit, w = 1: second-neighbour hopping and its cause
t0, u0 = 0.002, 0.5
g0 = np.sqrt(u0 * t0)
ratios = [second_neighbour(m, t0, g0, 1.0) / g0**2 for m in (peierls, bond, in_phase)]
for ratio, expected in zip(ratios, (1, 0, -1)):
    assert abs(ratio - expected) < 0.02   # corrections of order g^2/w^2

# Valley position, depth and curvature in the same limit
K_deep, depth_deep = valley(lambda K: energy(peierls, K, t0, g0, 1.0))
c0 = 1 / (4 * u0)
assert abs(np.cos(K_deep) - c0) < 0.005
assert abs(depth_deep / (4 * g0**2 * (1 - c0) ** 2) - 1) < 0.03
assert abs(curvature(peierls, K_deep, t0, g0, 1.0)
           / (8 * g0**2 * (1 - c0**2)) - 1) < 0.03

# Below and above threshold: global minimum on a momentum grid
grid = np.linspace(0, np.pi, 25)
for u, at_zero in ((0.20, True), (0.30, False)):
    band = [energy(peierls, K, t0, np.sqrt(u * t0), 1.0) for K in grid]
    assert (int(np.argmin(band)) == 0) == at_zero

# Continuous onset just above threshold
u_crit = threshold(peierls, t0, 1.0)
K_onset, _ = valley(lambda K: energy(peierls, K, t0, np.sqrt(1.02 * u_crit * t0), 1.0))
K_onset_formula = np.arccos(1 / 1.02)
assert abs(K_onset / K_onset_formula - 1) < 0.05

# Next-order energy: its error divided by t must fall as (t/w)^2
errors = []
for tau in (0.004, 0.002):
    g = np.sqrt(u0 * tau)
    errors.append(max(abs(energy(peierls, K, tau, g, 1.0)
                          - next_order_energy(K, tau, g, 1.0)) / tau
                      for K in np.linspace(0, np.pi, 9)))
error_ratio = errors[0] / errors[1]
assert 3.2 < error_ratio < 5.0

# First correction to the threshold, extrapolated to t/w = 0
slopes = [(4 * threshold(peierls, tau, 1.0) - 1) / tau for tau in (0.01, 0.005)]
slope = 2 * slopes[1] - slopes[0]
assert abs(slope - 1.5) < 0.02

# Worked example: energies in meV, length in nm
t, w, g, a = 10.0, 200.0, 30.0, 0.5
meV = 1e-3 * const.e
kB = const.k / meV
t2 = g**2 / w
c = t / (4 * t2)
K_lead, depth_lead = np.arccos(c), 4 * t2 * (1 - c) ** 2
K_next, depth_next = valley(lambda K: next_order_energy(K, t, g, w))
K_num, depth_num = valley(lambda K: energy(peierls, K, t, g, w))
K_big, depth_big = valley(lambda K: energy(larger, K, t, g, w))
assert abs(K_big - K_num) < 0.01 and abs(depth_big - depth_num) < 0.01
mass_unit = const.hbar**2 / ((a * 1e-9) ** 2 * meV * const.m_e)
mass_lead = mass_unit / (8 * t2 * (1 - c**2))
mass_num = mass_unit / curvature(larger, K_big, t, g, w)
uc_num, uc_big = threshold(peierls, t, w), threshold(larger, t, w)
assert abs(uc_big - uc_num) < 1e-3

# Effects left out of the model
alpha = 100.0
uc_local, uc_local_big = threshold(peierls, t, w, alpha), threshold(larger, t, w, alpha)
assert abs(uc_local_big - uc_local) < 0.01
T_room, T_cold, w_slow, g_slow = 300.0, 10.0, 5.0, 1.0
levels = np.arange(4000)


def slow_spread(T):
    """Thermal spread of the hopping, by an explicit sum over oscillator levels."""
    weight = np.exp(-levels * w_slow / (kB * T))
    return g_slow * np.sqrt(2 * np.sum(weight * (2 * levels + 1)) / np.sum(weight))


for T in (T_room, T_cold):
    assert abs(slow_spread(T) / (g_slow * np.sqrt(2 / np.tanh(w_slow / (2 * kB * T))))
               - 1) < 1e-9
zero_point = np.sqrt(2) * g
reversed_share = norm.cdf(-t / zero_point)
fast_occupation = 1 / np.expm1(w / (kB * T_room))

print("LIMIT TESTS (w = 1)")
print(f"t/w and u in the limit tests: {t0:.3f}, {u0:.2f}")
print(f"t2/(g^2/w), shared site modes, opposite signs: {ratios[0]:.4f}")
print(f"t2/(g^2/w), independent bond modes: {ratios[1]:.4f}")
print(f"t2/(g^2/w), shared site modes, equal signs: {ratios[2]:.4f}")
print(f"cos K0, diagonalization and formula: {np.cos(K_deep):.4f}, {c0:.4f}")
print(f"threshold u at t/w = {t0:.3f}: {u_crit:.5f}")
print(f"K0 2% above threshold, diag. and formula: {K_onset:.4f}, {K_onset_formula:.4f} rad")
print(f"next-order error ratio on halving t/w: {error_ratio:.3f}")
print(f"slope of 4u_c against t/w, extrapolated: {slope:.4f}")
print("EXAMPLE")
print(f"t, phonon energy, g: {t:.0f}, {w:.0f}, {g:.0f} meV")
print(f"lattice constant: {a:.2f} nm")
print(f"t/(phonon energy), g/(phonon energy): {t/w:.3f}, {g/w:.3f}")
print(f"second-neighbour element t2: {t2:.3f} meV")
print(f"u = t2/t: {t2/t:.3f}")
print(f"threshold of g^2/w, leading order: {t/4:.4f} meV")
print(f"threshold of g^2/w, next order: {t/4*(1+1.5*t/w):.4f} meV")
print(f"threshold of g^2/w, diagonalization: {uc_big*t:.4f} meV")
print(f"  shift on enlarging the basis: {(uc_big-uc_num)*t:.1e} meV")
print(f"threshold g, leading and diag.: {np.sqrt(t*w/4):.2f}, {np.sqrt(uc_big*t*w):.2f} meV")
print(f"cos K0, leading order: {c:.4f}")
print(f"K0 leading, next order, diag.: {K_lead:.4f}, {K_next:.4f}, {K_big:.4f} rad")
print(f"  shift on enlarging the basis: {K_big-K_num:.1e} rad")
print(f"K0/a, diagonalization: {K_big/a:.3f} 1/nm")
print(f"depth leading, next, diag.: {depth_lead:.3f}, {depth_next:.3f}, {depth_big:.3f} meV")
print(f"  shift on enlarging the basis: {depth_big-depth_num:.1e} meV")
print(f"depth as temperature, diagonalization: {depth_big/kB:.1f} K")
print(f"valley mass, leading and diag.: {mass_lead:.2f}, {mass_num:.2f} electron masses")
print(f"basis sizes: {len(peierls['number'])}, {len(larger['number'])} states")
print("NEGLECTED EFFECTS")
print(f"thermal energy at {T_room:.0f} K: {kB*T_room:.2f} meV")
print(f"fast-phonon occupation at {T_room:.0f} K: {fast_occupation:.2e}")
print(f"slow mode energy and coupling: {w_slow:.1f}, {g_slow:.1f} meV")
print(f"hopping spread from slow mode at {T_room:.0f} K: {slow_spread(T_room):.2f} meV")
print(f"hopping spread from slow mode at {T_cold:.0f} K: {slow_spread(T_cold):.2f} meV")
print(f"local coupling alpha: {alpha:.0f} meV, relaxation energy {alpha**2/w:.0f} meV")
print(f"threshold of g^2/w with local coupling: {uc_local_big*t:.3f} meV")
print(f"  shift on enlarging the basis: {(uc_local_big-uc_local)*t:.1e} meV")
print(f"zero-point spread of transfer integral: {zero_point:.2f} meV")
print(f"same spread at leading threshold: {np.sqrt(t*w/2):.2f} meV")
print(f"share of zero-point motion with reversed sign: {reversed_share:.3f}")
print("OK")
```

Output:

```
LIMIT TESTS (w = 1)
t/w and u in the limit tests: 0.002, 0.50
t2/(g^2/w), shared site modes, opposite signs: 0.9960
t2/(g^2/w), independent bond modes: 0.0000
t2/(g^2/w), shared site modes, equal signs: -0.9960
cos K0, diagonalization and formula: 0.5015, 0.5000
threshold u at t/w = 0.002: 0.25075
K0 2% above threshold, diag. and formula: 0.1985, 0.1984 rad
next-order error ratio on halving t/w: 3.958
slope of 4u_c against t/w, extrapolated: 1.5000
EXAMPLE
t, phonon energy, g: 10, 200, 30 meV
lattice constant: 0.50 nm
t/(phonon energy), g/(phonon energy): 0.050, 0.150
second-neighbour element t2: 4.500 meV
u = t2/t: 0.450
threshold of g^2/w, leading order: 2.5000 meV
threshold of g^2/w, next order: 2.6875 meV
threshold of g^2/w, diagonalization: 2.6748 meV
  shift on enlarging the basis: -3.6e-08 meV
threshold g, leading and diag.: 22.36, 23.13 meV
cos K0, leading order: 0.5556
K0 leading, next order, diag.: 0.9818, 0.9218, 0.9387 rad
  shift on enlarging the basis: 1.3e-07 rad
K0/a, diagonalization: 1.877 1/nm
depth leading, next, diag.: 3.556, 2.526, 2.707 meV
  shift on enlarging the basis: -1.1e-07 meV
depth as temperature, diagonalization: 31.4 K
valley mass, leading and diag.: 12.25, 15.21 electron masses
basis sizes: 792, 5005 states
NEGLECTED EFFECTS
thermal energy at 300 K: 25.85 meV
fast-phonon occupation at 300 K: 4.37e-04
slow mode energy and coupling: 5.0, 1.0 meV
hopping spread from slow mode at 300 K: 4.55 meV
hopping spread from slow mode at 10 K: 1.42 meV
local coupling alpha: 100 meV, relaxation energy 50 meV
threshold of g^2/w with local coupling: 2.651 meV
  shift on enlarging the basis: -3.1e-05 meV
zero-point spread of transfer integral: 42.43 meV
same spread at leading threshold: 31.62 meV
share of zero-point motion with reversed sign: 0.407
OK
```
